\section*{Direct and Metropolis sampling of the hydrogen ground-state radius}

\section*{Problem}

The electron of a hydrogen atom (fixed nucleus, nonrelativistic, Hartree atomic units) is in the state $\psi=e^{-r}/\sqrt{\pi}$, with density $\pi(\mathbf{x})=e^{-2r}/\pi$, $r=|\mathbf{x}|$. Averages over this density are written $\langle\cdot\rangle$.

(a) Find the distribution of $r$, its mean and variance, a rule for drawing $r$ from uniform random numbers, and the standard error of the mean of $N=10^6$ such draws.

(b) The same density is sampled by box-move Metropolis. From $\mathbf{x}$ one proposes $\mathbf{y}=\mathbf{x}+\mathbf{d}$, each component of $\mathbf{d}$ independent and uniform in $[-\delta,\delta]$, and accepts with probability $A=\min(1,e^{-2(|\mathbf{y}|-|\mathbf{x}|)})$; after a rejection $\mathbf{x}$ is recorded again. The chain starts from a direct draw. The efficiency loss is the variance of the mean of $r$ over $N$ steps divided by that for $N$ direct draws. Find it for $\delta=1$ bohr, where the mean acceptance is measured as $a=0.5738$, and find how it depends on $\delta$.

\section*{Part (a): direct sampling}

The volume element is $r^2\,dr\,d(\cos\theta)\,d\phi$ and the density depends on $r$ alone, so $\cos\theta$ and $\phi$ are uniform and independent of $r$, and
\begin{equation}
p(r)=4\pi r^2\psi^2=4r^2e^{-2r},
\end{equation}
a Gamma density of shape 3 and scale $1/2$. Repeated integration by parts gives $\int_0^\infty r^me^{-2r}dr=m!/2^{m+1}$, hence $\langle r^k\rangle=4(k+2)!/2^{k+3}=(k+2)!/2^{k+1}$. For $k=1,\dots,5$ this is $1.5$, $3$, $7.5$, $22.5$, $78.75$ bohr$^k$. Thus $\langle r\rangle=3/2$ bohr $=0.7938$ \AA, $\sigma^2=3-9/4=3/4$ bohr$^2$ and $\sigma=0.8660$ bohr.

If $u$ is uniform on $(0,1)$, then $t=-\tfrac12\ln u$ exceeds $t_0$ when $u<e^{-2t_0}$, which has probability $e^{-2t_0}$, so $t$ has density $2e^{-2t}$. The density of a sum of independent variables is the convolution:
\begin{align}
\int_0^r 2e^{-2s}\,2e^{-2(r-s)}ds&=4e^{-2r}\int_0^r ds=4re^{-2r},\\
\int_0^r 4se^{-2s}\,2e^{-2(r-s)}ds&=8e^{-2r}\int_0^r s\,ds=4r^2e^{-2r}.
\end{align}
The sum of three such variables has density $p$, so $r=-\tfrac12\ln(u_1u_2u_3)$. For $u=0.5,\,0.2,\,0.1$ this gives $r=-\tfrac12\ln 0.01=2.3026$ bohr. The draws are independent, their variances add, and the mean has variance $\sigma^2/N$: the standard error for $N=10^6$ is $0.8660/1000=8.66\times10^{-4}$ bohr $=4.58\times10^{-4}$ \AA.

\section*{Part (b): a tempting solution}

A rejected move repeats a point and brings no information, while an accepted move brings a new point from the right density. In $N$ steps there are $aN$ new points, so the variance is $\sigma^2/(aN)$ and the loss is $1/a=1/0.5738=1.74$. The error for $N=10^6$ is $8.66\times10^{-4}/\sqrt{0.5738}=1.14\times10^{-3}$ bohr. Since $a\to1$ as $\delta\to0$, small steps lose nothing.

\section*{The fault}

The last conclusion cannot hold: for $\delta\to0$ the walker stays at its starting point and $N$ steps are worth one draw. The fault is the step from ``$aN$ new points'' to $\sigma^2/(aN)$, which needs independent points. An accepted point lies within $\sqrt3\,\delta$ of the previous one. From $\mathbf{x}=(0.6,0,0.8)$ bohr, $r=1$ bohr, the shift $(0.4,0.5,-0.3)$ bohr leads to $(1,0.5,0.5)$ bohr, $r'=\sqrt{1.5}=1.2247$ bohr, accepted with $A=e^{-2(0.2247)}=0.638$. The radius has moved by about a quarter of $\sigma$. Each recorded point, repeats included, has the right distribution, but the variance of a sum also contains the covariances between its terms. The accepted points alone do not have it: as the symmetry shown below implies, their density is proportional to $\pi(\mathbf{y})$ times the local acceptance $a(\mathbf{y})$, and the repeats supply the weights that restore $\pi$.

\section*{The right solution}

\subsection*{Variance of the chain mean}

Define $(Pg)(\mathbf{x})$ as the expected value of $g$ one step after $\mathbf{x}$. Let $q(\mathbf{x},\mathbf{y})=1/(8\delta^3)$ if all components of $\mathbf{y}-\mathbf{x}$ lie in $[-\delta,\delta]$ and $0$ otherwise, and let $a(\mathbf{x})=\int qA\,d^3y$. Since $\pi(\mathbf{x})A=\min(\pi(\mathbf{x}),\pi(\mathbf{y}))$,
\begin{equation}
\langle g_1Pg_2\rangle=\iint \min(\pi(\mathbf{x}),\pi(\mathbf{y}))\,q\,g_1(\mathbf{x})g_2(\mathbf{y})\,d^3x\,d^3y+\langle(1-a)g_1g_2\rangle .
\end{equation}
Both $q$ and the minimum are symmetric in $\mathbf{x}\leftrightarrow\mathbf{y}$, so $\langle g_1Pg_2\rangle=\langle g_2Pg_1\rangle$. Putting $g_1=1$ and using $P1=1$ gives $\langle Pg\rangle=\langle g\rangle$: the density is stationary, and a chain started from a direct draw has it at every step. A squared mean does not exceed the mean square, $(Pg)^2\le P(g^2)$, so $\langle(Pg)^2\rangle\le\langle g^2\rangle$: $P$ does not increase the norm.

Let $f=r-3/2$ and let $f_t$ be its value at step $t$. The expected value of $f_{t+k}$ given step $t$ is $P^kf$, so $E[f_tf_{t+k}]=\langle fP^kf\rangle\equiv\sigma^2\rho_k$. The square of $\sum_{t=1}^nf_t$ has $n$ diagonal terms and $2(n-k)$ terms at separation $k$:
\begin{equation}
\frac{n\,\mathrm{Var}(\bar r)}{\sigma^2}=T(n)=1+2\sum_{k=1}^{n-1}\Big(1-\frac kn\Big)\rho_k .
\end{equation}
With partial sums $S_m=1+2\sum_{k=1}^m\rho_k$, the term $\rho_k$ occurs in $n-k$ of $S_0,\dots,S_{n-1}$, so $T(n)$ is their average. Assume that $\sum\rho_k$ converges. The average of a convergent sequence tends to its limit, and the loss for a long run is
\begin{equation}
\tau=1+2\sum_{k\ge1}\rho_k .
\end{equation}
Even the most favourable reading of the tempting argument misses this. If each step gave an independent draw with a position-independent probability $a$, then $\rho_k=(1-a)^k$ and $\tau=1+2(1-a)/a=(2-a)/a$, which is $2.49$ for $a=0.5738$; it exceeds $1/a$ because the points are repeated a random number of times.

\subsection*{A lower bound from single moves}

For square-integrable $g$, stationarity gives $\tfrac12E[(g_{t+1}-g_t)^2]=\langle g^2\rangle-\langle gPg\rangle$, and only accepted moves change $g$:
\begin{equation}
\mathcal{E}(g)\equiv\langle g(1-P)g\rangle=\tfrac12E\big[A\,(g(\mathbf{y})-g(\mathbf{x}))^2\big],
\end{equation}
where $\mathbf{x}$ is a direct draw and $\mathbf{y}$ one proposal, so that no chain is needed. For $g=f$, $\rho_1=1-\mathcal{E}(r)/\sigma^2$.

For $0<\lambda<1$ the series $h_\lambda=\sum_{k\ge0}\lambda^kP^kf$ converges because $P$ does not increase the norm, and it telescopes to $(1-\lambda P)h_\lambda=f$. The form $B(u,v)=\langle u(1-\lambda P)v\rangle$ is symmetric, and $B(u,u)=(1-\lambda)\langle u^2\rangle+\lambda\mathcal{E}(u)\ge0$, so the Cauchy--Schwarz inequality applies:
\begin{equation}
\langle fg\rangle^2=B(g,h_\lambda)^2\le B(h_\lambda,h_\lambda)B(g,g)=\sigma^2\sum_{k\ge0}\lambda^k\rho_k\;B(g,g),
\end{equation}
using $B(h_\lambda,h_\lambda)=\langle h_\lambda f\rangle$. As $\lambda\to1$, Abel's theorem on convergent power series gives $\sum\lambda^k\rho_k\to\sum_{k\ge0}\rho_k=(\tau+1)/2$, and $B(g,g)\to\mathcal{E}(g)$. With $\langle fg\rangle=\mathrm{cov}(r,g)$,
\begin{equation}
\tau+1\ge\frac{2\,\mathrm{cov}(r,g)^2}{\sigma^2\mathcal{E}(g)} .
\label{bound}
\end{equation}
If $g=h$ solves $(1-P)h=f$, then $\mathcal{E}(h)=\langle fh\rangle$ and $h_\lambda=\sum_k\lambda^kP^k(1-P)h=h-(1-\lambda)\sum_k\lambda^kP^{k+1}h$, whose norm is at most twice that of $h$. By the symmetry of $P$, $\langle fh_\lambda\rangle=\langle fh\rangle-(1-\lambda)\langle hPh_\lambda\rangle\to\langle fh\rangle$ as $\lambda\to1$, so equality holds with $\tau+1=2\langle fh\rangle/\sigma^2$.

The choice $g=r$ gives $\tau+1\ge2\sigma^2/\mathcal{E}(r)=2/(1-\rho_1)$, that is $\tau\ge\tau_{\rm lag}=(1+\rho_1)/(1-\rho_1)$. This would be the value of $\tau$ if $\rho_k=\rho_1^k$; in general it is only a bound. For $g=\sum_jc_jg_j$ let $b_j=\mathrm{cov}(r,g_j)$ and $\mathsf{E}_{ij}=\langle g_i(1-P)g_j\rangle$. Cauchy--Schwarz gives $(b^Tc)^2\le(b^T\mathsf{E}^{-1}b)(c^T\mathsf{E}c)$ with equality at $c=\mathsf{E}^{-1}b$, so the best bound in the basis is $\tau_{\rm Ritz}=2b^T\mathsf{E}^{-1}b/\sigma^2-1$.

\subsection*{Small steps}

Take $g=r^2$: $\mathrm{cov}(r,r^2)=7.5-1.5\times3=3$, so \eqref{bound} reads $\tau+1\ge2\cdot9/(\tfrac34\mathcal{E})=24/\mathcal{E}(r^2)$. The change of $g$ is $2\mathbf{x}\cdot\mathbf{d}+|\mathbf{d}|^2$. For the box, $E[d_id_j]=\delta_{ij}\,\delta^2/3$ with $\delta_{ij}$ the Kronecker symbol, odd moments vanish, and $E|\mathbf{d}|^4=3\delta^4/5+6\delta^4/9=19\delta^4/15$. Since $A\le1$,
\begin{equation}
\mathcal{E}(r^2)\le\tfrac12\Big(4\langle r^2\rangle\frac{\delta^2}{3}+\frac{19\delta^4}{15}\Big)=2\delta^2\Big(1+\frac{19\delta^2}{60}\Big),
\end{equation}
and for every $\delta$
\begin{equation}
\tau\ge\frac{12}{\delta^2(1+19\delta^2/60)}-1 .
\label{small}
\end{equation}
The long-run loss $\tau$ diverges as $\delta\to0$, where the tempting solution gives 1; for a fixed run length the loss $T(N)$ cannot exceed $N$, since $|\rho_k|\le1$, and it tends to $N$.

That $r^2$ is the best choice at leading order follows from an expansion in $\delta$, valid for $r\gg\delta$ and not a rigorous proof. Let $s=\hat{\mathbf{x}}\cdot\mathbf{d}$. Then $|\mathbf{y}|-r=s+O(\delta^2/r)$, so to first order $A=1-2s$ for $s>0$ and $A=1$ for $s<0$. For radial $g$ the change is $sg'+\tfrac12\sum d_id_j\partial_i\partial_jg$. With $A=1$ the first term averages to zero and the second to $(\delta^2/6)\nabla^2g$. The correction to $A$ adds $-2g'\cdot\tfrac12E[s^2]=-g'\delta^2/3$, the factor $\tfrac12$ coming from the restriction $s>0$. Hence
\begin{equation}
(1-P)g\simeq-D\Big(g''+\frac2rg'-2g'\Big),\qquad D=\frac{\delta^2}{6}.
\end{equation}
For $h=r^2/(4D)$ the right side is $-(2+4-4r)/4=r-3/2=f$, so $\tau+1\simeq2\cdot3/(4D\cdot\tfrac34)=2/D=12/\delta^2$. The walker diffuses, and the number of steps needed to cross the atom grows as $1/\delta^2$.

The next order of the $r^2$ bound comes from rejections. The squared change is $4r^2s^2$ plus a cubic term that is odd in $\mathbf{d}$ and contributes only at order $\delta^4$. Averaging $\mathbf{d}$ with $-\mathbf{d}$ gives $s^2[1+(1-2|s|)]/2=s^2(1-|s|)$. The direction $\hat{\mathbf{x}}$ is isotropic, so $|s|^3$ averages to $|\mathbf{d}|^3\int_0^1\mu^3d\mu=|\mathbf{d}|^3/4$. Then $\mathcal{E}(r^2)=2\langle r^2\rangle(\delta^2/3-E|\mathbf{d}|^3/4)=2\delta^2(1-c\delta)$ with $c=\tfrac34E|\mathbf{d}|^3/\delta^3=0.75\times1.1014=0.826$ bohr$^{-1}$, the cube average being found by quadrature, and $24/\mathcal{E}=(12/\delta^2)(1+c\delta+O(\delta^2))$. At $\delta=0.05$ bohr the sampled $24/\mathcal{E}$ times $\delta^2/12$ is $1.0412\pm0.0015$, against $1+c\delta=1.0413$.

\subsection*{Large steps}

Take $g=r$ and use $q\le1/(8\delta^3)$. The integrand of $\mathcal{E}(r)$ is symmetric, so the factor $\tfrac12$ is traded for the restriction $r'=|\mathbf{y}|<r$, where the minimum is $\pi(\mathbf{x})$. With $\int_0^r(r-s)^2s^2ds=r^5(\tfrac13-\tfrac12+\tfrac15)=r^5/30$,
\begin{equation}
\mathcal{E}(r)\le\frac{1}{8\delta^3}\Big\langle\frac{4\pi r^5}{30}\Big\rangle=\frac{4\pi\times78.75}{240\,\delta^3}=\frac{21\pi}{16\delta^3},
\end{equation}
and $\tau+1\ge2\sigma^2/\mathcal{E}(r)$ gives, for every $\delta$,
\begin{equation}
\tau\ge\frac{8\delta^3}{7\pi}-1,\qquad \frac{8}{7\pi}=0.3638\ \text{bohr}^{-3}.
\label{large}
\end{equation}
In the same way $a\le2\langle4\pi r^3/3\rangle/(8\delta^3)=5\pi/(2\delta^3)$. The box contains the whole ball $r'<r$ when $2r<\delta$, so the limits on $\mathcal{E}$ and $a$ are reached as $\delta\to\infty$. At $\delta=16$ bohr sampling gives $\mathcal{E}\delta^3=4.11\pm0.10$ against $4.123$ bohr$^5$, and $a\delta^3=7.86\pm0.08$ against $7.854$ bohr$^3$. Here most proposals fall outside the atom and the walker waits.

\subsection*{Measured loss}

Between the two limits $\tau$ is measured. For each $\delta$, 2000 walkers ran 2048 steps (4096 at $\delta=0.25$ bohr); $\rho_k$ was estimated about the known mean, and the sum was cut at the smallest lag $M$ with $M\ge wS_M$, $w=6$ for $\delta\le1$ bohr and $12$ above, because distant lags add mostly noise. Errors are one standard error from independent groups of walkers. The columns $a$, $\rho_1$, $\tau$ come from the chains; $\tau_{\rm lag}$ and $\tau_{\rm Ritz}$ come from single moves off direct draws, with the basis $r$, $r^2$, $e^{-r}$, $re^{-r}$, $e^{-2r}$, $re^{-2r}$.

\begin{center}
\begin{tabular}{cccccc}
$\delta$/bohr & $a$ & $\rho_1$ & $\tau$ & $\tau_{\rm lag}$ & $\tau_{\rm Ritz}$\\
0.25 & 0.881 & 0.9890 & $233\pm7$ & 179 & $235.1\pm0.5$\\
0.5 & 0.769 & 0.9652 & $69.4\pm1.2$ & 56.8 & $72.2\pm0.2$\\
1.0 & 0.574 & 0.9191 & $27.3\pm0.4$ & 23.7 & $27.2$\\
1.5 & 0.421 & 0.8953 & $18.7\pm0.2$ & 18.1 & $19.2$\\
2.0 & 0.309 & 0.8928 & $18.9\pm0.3$ & 17.7 & $19.0$\\
3.0 & 0.167 & 0.9166 & $31.4\pm0.5$ & 23.0 & $32.1\pm0.2$\\
4.0 & 0.094 & 0.9446 & $65.0\pm1.8$ & 35.2 & $66.3\pm0.9$
\end{tabular}
\end{center}

Ritz errors not shown are below $0.05$. At $\delta=1$ bohr the loss is $\tau=27.3\pm0.4$, about sixteen times the tempting $1.74$. With $\sqrt\tau=5.23$ the error for $10^6$ steps is $5.23\times8.66\times10^{-4}=4.5\times10^{-3}$ bohr $=2.4\times10^{-3}$ \AA, that of $10^6/27.3=3.7\times10^4$ direct draws and four times the tempting error bar.

At $\delta=0.25$ bohr the measured $\tau+1=234\pm7$ agrees with $192\times(1+0.826\times0.25)\approx232$, while the Ritz bound $\tau+1\ge236.1\pm0.5$ shows that this first-order form falls short by at least about 2 per cent of its value; the factor $1+c\delta$ was derived for the bound, and its use for $\tau$ rests on this comparison. The bound \eqref{small} is loose away from small steps: it gives $187.3$ at $\delta=0.25$ bohr but $8.1$ at 1 bohr. The bound \eqref{large} gives $22.3$ at 4 bohr, a third of the measured value, and it does not become tight as $\delta\to\infty$. Equality in \eqref{bound} with $g=r$ needs $(1-P)r\propto f$, whereas for $1\ll r<\delta/2$ the inward moves give $(1-P)r\simeq\frac{4\pi}{8\delta^3}\int_0^r(r-s)s^2ds=\pi r^4/(24\delta^3)$, which is not linear in $r$. For $\delta\gg r$ the outward moves subtract $\frac{4\pi}{8\delta^3}\int_0^\infty ue^{-2u}(r+u)^2du=\frac{4\pi}{8\delta^3}\big(\tfrac14r^2+\tfrac12r+\tfrac38\big)$, so the quartic term alone is about a fifth too large at $r=5$ bohr and has the wrong sign at 2 bohr, but the total is still not linear in $r$. It shows that $\tau$ grows at least as $\delta^3$ and does not fix the coefficient. The acceptance at the nucleus obeys $a(0)\le\int e^{-2r}d^3y/(8\delta^3)=\pi/(8\delta^3)$, one twentieth of the limit on the mean acceptance, so stays at the nucleus are long; how much of the gap they account for is not determined here.

The smallest chain value on the grid is $18.7\pm0.2$ at $\delta=1.5$ bohr, giving $4.33\times8.66\times10^{-4}\approx3.7\times10^{-3}$ bohr $\approx2.0\times10^{-3}$ \AA\ for $10^6$ steps. The data do not separate 1.5 from 2 bohr, and the Ritz values order them the other way. The chain estimate also lies below $\tau_{\rm Ritz}$, a lower bound, in six of the seven rows, by about two standard errors at 0.5 and 1.5 bohr. A measurement from the definition points the same way at 1.5 bohr: over 4000 fresh runs of $n=512$ steps, $n\,\mathrm{Var}(\bar r)/\sigma^2=20.05\pm0.48$, about three combined standard errors above $T(512)=18.43$. At 1 bohr the same comparison gives $25.70\pm0.74$ against $26.52$, and direct draws give $0.980\pm0.022$ against 1. These comparisons are asserted at five standard errors and hold. The shortfalls are best read as the statistical scatter of one set of chains: the value $18.7$ at 1.5 bohr, and the $T(512)$ built from the same $\rho_k$, are low, since $\tau$ cannot lie below the more precise Ritz bound of $19.2$. Raising $T(512)$ by the same $0.5$ gives about $18.9$, so the larger part of the gap to $20.05\pm0.48$ is upward scatter of that measurement, by about two of its standard errors. With $\tau=19.2$ the error for $10^6$ steps is $3.8\times10^{-3}$ bohr. The supported statement is a least loss on this grid of about 19, at $\delta$ of 1.5 to 2 bohr.

The loss is counted per sample. A Metropolis step uses four uniform numbers and a direct draw of $r$ three, so per random number it is $4\tau/3$, which is $36.4$ at 1 bohr. The values belong to the observable $r$, since $\rho_k$ depends on $f$, and to a stationary start; a chain started elsewhere carries in addition a bias from its first steps, and a run with $n$ not much larger than $\tau$ obeys $T(n)$, not $\tau$. The numerical check, with its output, gives these numbers and also tests stationarity, the identity $\tau+1=2\langle fh\rangle/\sigma^2$ and the bound \eqref{bound} without statistical noise on a 60-state lattice chain.

\section*{Calculated quantities}
\begin{verbatim}
moments <r^k>, k=1..5 (bohr^k): [1.5, 3.0, 7.5, 22.5, 78.75]
var r = 0.7500 bohr^2, sigma = 0.8660 bohr, cov(r,r^2) = 3.0000 bohr^3
unit cube: E|d|^3 = 1.1014, E|d|^4 = 1.2667, c = 0.8260 1/bohr
lattice chain: tau = 43.0153 steps (sum of rho_k = linear solve)
direct, N=200000: mean r = 1.4991 +- 0.0019 bohr
hand draw u=0.5,0.2,0.1: r = 2.3026 bohr
hand move x=(0.6,0,0.8), d=(0.4,0.5,-0.3) bohr: r=1.0000, r'=1.2247 bohr, A=0.6380
2000 walkers; delta in bohr; n, M, tau and bounds in steps
delta n M accept rho1 tau +- | (1+rho1)/(1-rho1) Ritz +- small-bound large-bound
0.25 4096 1398 0.8811 0.9890  233.0  6.5 |  179.2  235.1 0.5  187.3  -1.0
0.50 2048  417 0.7686 0.9652   69.4  1.2 |   56.8   72.2 0.2   43.5  -1.0
1.00 2048  164 0.5738 0.9191   27.3  0.4 |   23.7   27.2 0.0    8.1  -0.6
1.50 2048  225 0.4215 0.8953   18.7  0.2 |   18.1   19.2 0.0    2.1   0.2
2.00 2048  228 0.3089 0.8928   18.9  0.3 |   17.7   19.0 0.0    0.3   1.9
3.00 2048  377 0.1673 0.9166   31.4  0.5 |   23.0   32.1 0.2   -0.7   8.8
4.00 2048  781 0.0941 0.9446   65.0  1.8 |   35.2   66.3 0.9   -0.9  22.3
delta=0.25 bohr: 12/delta^2 = 192.0, times (1+c delta) = 231.7 steps
delta=0.05 bohr: r^2 bound x delta^2/12 = 1.0412 +- 0.0015, 1+c delta = 1.0413
delta=16 bohr: E(r,r) delta^3 = 4.11 +- 0.10, limit 4.1233 bohr^5
delta=16 bohr: accept delta^3 = 7.86 +- 0.08, limit 7.8540 bohr^3
large-step coefficient 8/(7 pi) = 0.3638 1/bohr^3
4000 runs of 512: direct n Var/var = 0.980 +- 0.022
4000 runs of 512: delta=1.0 bohr n Var/var = 25.70 +- 0.74, T(n) = 26.52
4000 runs of 512: delta=1.5 bohr n Var/var = 20.05 +- 0.48, T(n) = 18.43
<r> = 1.5000 bohr = 0.7938 angstrom
N=1e6 direct: error 8.660e-04 bohr = 4.583e-04 angstrom
best delta on grid = 1.5 bohr, acceptance 0.421
N=1e6 delta=1.0 bohr: sqrt(tau)=5.23, N/tau=3.661e+04, 4tau/3=36.4
  error 4.53e-03 bohr = 2.40e-03 angstrom
N=1e6 delta=1.5 bohr: sqrt(tau)=4.33, N/tau=5.339e+04, 4tau/3=25.0
  error 3.75e-03 bohr = 1.98e-03 angstrom
\end{verbatim}
